\section*{A two-band model of silicon's conduction valleys under shear strain}

\section{What deformation-potential theory misses}

The conduction minima of silicon lie on the $\langle100\rangle$ axes, roughly $0.15\,(2\pi/a)$ from the zone-boundary points X. Single-band deformation-potential theory shifts the $[001]$ valley by $\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\varepsilon_{zz}$ and leaves its position and masses alone. The shear $\varepsilon_{xy}$ cannot appear in that formula: it changes sign under the fourfold operation about $[001]$, while the energy of a nondegenerate band on the axis does not. Stress along $[110]$ is then predicted to leave the transverse mass isotropic. That is wrong. In the model crystal diagonalized below, a shear $\varepsilon_{xy}=0.00625$ turns the transverse mass $0.1966\,m_0$ into $0.1815\,m_0$ along $[110]$ and $0.2166\,m_0$ along $[1\bar10]$. The missing piece is the second conduction band, which is degenerate with the first at X, lies only about $0.5$ eV higher at the valley in silicon ($0.65$ eV in the model crystal), and is coupled to it by $\varepsilon_{xy}$.

\section{Conventions and result}

The crystal has the diamond structure and spin--orbit coupling is neglected. Let $g=2\pi/a$. The vector $\mathbf k$ is Cartesian and measured from the X point of the strained lattice that comes from $g(0,0,1)$. The shear $\varepsilon_{xy}$ is the tensor component, half the engineering shear. A tensile stress $P>0$ along $[110]$ has components $\Sigma_{xx}=\Sigma_{yy}=\Sigma_{xy}=P/2$. Hooke's law for a cubic crystal reads $2c_{44}\varepsilon_{xy}=P/2$, $(c_{11}+c_{12})\varepsilon_{xx}+c_{12}\varepsilon_{zz}=P/2$ and $2c_{12}\varepsilon_{xx}+c_{11}\varepsilon_{zz}=0$ with $\varepsilon_{yy}=\varepsilon_{xx}$. Eliminating $\varepsilon_{zz}=-2c_{12}\varepsilon_{xx}/c_{11}$ and using $c_{11}^2+c_{11}c_{12}-2c_{12}^2=(c_{11}-c_{12})(c_{11}+2c_{12})\equiv\Lambda$ gives
\begin{equation}
\varepsilon_{xy}=\frac{P}{4c_{44}},\qquad \varepsilon_{xx}=\varepsilon_{yy}=\frac{c_{11}P}{2\Lambda},\qquad \varepsilon_{zz}=-\frac{c_{12}P}{\Lambda}.
\label{strain}
\end{equation}
To second order in $\mathbf k$ and first order in $\varepsilon$, the two lowest conduction bands near X obey
\begin{equation}
H=\Big[\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}+U\Big]\mathbf 1+\alpha k_z\sigma_z+\Big(\delta-\frac{\hbar^2k_xk_y}{M}\Big)\sigma_x ,
\label{H}
\end{equation}
with $U=\Xi_d\mathrm{Tr}\,\varepsilon+\Xi_u\varepsilon_{zz}$, $\alpha=\hbar^2k_0/m_l$ and $\delta=D\varepsilon_{xy}$. With $\Delta=2\hbar^2k_0^2/m_l$ and $\eta=2\delta/\Delta$, the valley for $|\eta|<1$ has
\begin{align}
k_{\min}&=\pm k_0\sqrt{1-\eta^2}, & m_{[110]}&=\frac{m_t}{1+\eta m_t/M}, & m_{[1\bar10]}&=\frac{m_t}{1-\eta m_t/M},\nonumber\\
m_l(\eta)&=\frac{m_l}{1-\eta^2}, & \delta E&=-\frac{\Delta\eta^2}{4},
\label{res}
\end{align}
where $\delta E$ is the shift of the minimum apart from $U$. For $|\eta|>1$ the minimum is at X, $\eta$ is replaced by $\mathrm{sgn}\,\eta$ in the transverse masses, $m_l(\eta)=m_l/(1-1/|\eta|)$ and $\delta E=-\Delta(2|\eta|-1)/4$.

\section{The doublet at X}

Both derivations start from the degeneracy. Put the origin at a bond centre, with atoms at $\pm\boldsymbol\tau$, $\boldsymbol\tau=(1,1,1)a/8$. Three operations generate the group of X together with the lattice translations: the inversion $I$, the mirror $m$ ($x\leftrightarrow y$), and $S:\mathbf r\to S_4\mathbf r+\mathbf t$ with $S_4(x,y,z)=(y,-x,-z)$. $S$ is the fourfold rotoinversion about the atom at $\boldsymbol\tau$, so $\mathbf t=\boldsymbol\tau-S_4\boldsymbol\tau=(0,\tfrac14,\tfrac14)a$. All three map states at X to states at X, because $-$X differs from X by the reciprocal vector $g(0,0,2)$. Now $IS:\mathbf r\to-S_4\mathbf r-\mathbf t$ and $SI:\mathbf r\to-S_4\mathbf r+\mathbf t$ differ by the lattice translation $2\mathbf t=(0,\tfrac12,\tfrac12)a$, which multiplies a Bloch state at X by $e^{-ig a/2}=-1$. Hence $SI=-IS$ on these states. Two nonzero numbers cannot anticommute, so no level at X is single.

The conduction doublet X$_1$ has real partner functions that transform as $|a\rangle\sim\sin g(x+y)$ and $|b\rangle\sim\cos g(x-y)$. A plane wave transforms as $e^{i\mathbf q\cdot\mathbf r}\to e^{-iS_4\mathbf q\cdot\mathbf t}\,e^{iS_4\mathbf q\cdot\mathbf r}$. For $\mathbf q=\pm g(1,1,0)$, $S_4\mathbf q=\pm g(1,-1,0)$ and the phase is $e^{\pm i\pi/2}=\pm i$, so $\sin g(x+y)\to[ie^{ig(x-y)}+ie^{-ig(x-y)}]/2i=\cos g(x-y)$. For $\mathbf q=\pm g(1,-1,0)$, $S_4\mathbf q=\mp g(1,1,0)$ with phase $\pm i$, so $\cos g(x-y)\to[ie^{-ig(x+y)}-ie^{ig(x+y)}]/2=\sin g(x+y)$. With Pauli matrices $\tau_j$ in the basis $(a,b)$,
\begin{equation}
I=-\tau_z,\qquad m=\mathbf 1,\qquad S=\tau_x,\qquad S^2=\mathbf 1 .
\end{equation}
Define $\sigma_x=-\tau_z$, $\sigma_z=\tau_y$, $\sigma_y=-\tau_x$, which satisfy $\sigma_z\sigma_x=i\sigma_y$. Then $a$ has $\sigma_x=-1$ and $b$ has $\sigma_x=+1$. Replacing $b$ by $-b$ reverses $\sigma_z$, and this freedom is used to make $k_0>0$. The eigenstates of $\sigma_z$ continue into the bands $\Delta_1$ and $\Delta_{2'}$. Time reversal is complex conjugation in this real basis, so $\sigma_z$ is odd and $\sigma_x,\sigma_y$ are even.

\section{First derivation: invariants and direct minimization}

Symmetry requires $gH(\mathbf k,\varepsilon)g^{-1}=H(R\mathbf k,R\varepsilon R^T)$ for each operation $g$ with point part $R$. A function $f(\mathbf k,\varepsilon)$ may multiply a matrix only if both take the same signs under $(I,m,S)$. A Pauli matrix conjugated by another changes sign, so
\begin{equation}
\mathbf 1:(+,+,+),\quad \sigma_x:(+,+,-),\quad \sigma_z:(-,+,-),\quad \sigma_y:(-,+,+).
\end{equation}
The functions are sorted as follows. The set $k_x,k_y,k_xk_z,k_yk_z,\varepsilon_{xz},\varepsilon_{yz}$ is odd under $S_4^2$, the twofold rotation about $z$, while $S^2=\mathbf 1$ leaves every matrix fixed; none can appear. The pair $k_x^2-k_y^2$, $\varepsilon_{xx}-\varepsilon_{yy}$ is odd under $m$, while every matrix is even; it is excluded too. The functions $k_z^2$, $k_x^2+k_y^2$, $\varepsilon_{zz}$, $\varepsilon_{xx}+\varepsilon_{yy}$ have $(+,+,+)$. Since $xy\to y(-x)$ under $S_4$, $k_xk_y$ and $\varepsilon_{xy}$ have $(+,+,-)$. Finally $k_z$ has $(-,+,-)$. No function of this order has the signs of $\sigma_y$. Naming the coefficients gives Eq.~(\ref{H}). Two consequences follow. For the valleys along $x$ and $y$, $\varepsilon_{xy}$ plays the part of the excluded $\varepsilon_{xz}$, so within Eq.~(\ref{H}) only the $[001]$ valleys respond to the shear; at order $\varepsilon k$ the allowed term $(\varepsilon_{xz}k_x+\varepsilon_{yz}k_y)\sigma_z$, written here for a valley along $z$, displaces the other valleys sideways linearly in the strain. And a constant $\sigma_y$ becomes allowed when inversion is lost, which splits the doublet in zincblende crystals at zero strain.

Since $(A\sigma_z+B\sigma_x)^2=A^2+B^2$, the lower band, with $U$ dropped and $u=\hbar^2k_xk_y/M$, is
\begin{equation}
E=\frac{\hbar^2k_z^2}{2m_l}+\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}-R,\qquad R=\sqrt{\alpha^2k_z^2+(\delta-u)^2}.
\end{equation}
The transverse components enter quadratically, so the axis $k_x=k_y=0$ is stationary in them. On the axis,
\begin{equation}
\frac{\partial E}{\partial k_z}=k_z\Big(\frac{\hbar^2}{m_l}-\frac{\alpha^2}{R}\Big)=0
\;\Rightarrow\; k_z=0\ \text{ or }\ R=\frac{\alpha^2m_l}{\hbar^2}=\frac{\hbar^2k_0^2}{m_l}=\frac{\Delta}{2}.
\end{equation}
Because $\alpha k_0=\Delta/2$ and $\delta=\eta\Delta/2$, the second root reads $(\Delta/2)^2(k_z^2/k_0^2+\eta^2)=(\Delta/2)^2$, that is $k_z^2=k_0^2(1-\eta^2)$, real only for $|\eta|\le1$. At $\eta=0$ the valley is at $\pm k_0$ and the gap to the upper band is $2R=\Delta$, which gives both symbols their meaning; in this model the gap at the minimum stays $\Delta$ for all $|\eta|<1$. Using $\hbar^2k_0^2/2m_l=\Delta/4$,
\begin{equation}
E(k_{\min})=\frac{\Delta}{4}(1-\eta^2)-\frac{\Delta}{2}=-\frac{\Delta}{4}-\frac{\Delta\eta^2}{4},\qquad E(0)=-\frac{|\eta|\Delta}{2}.
\end{equation}
The difference $E(0)-E(k_{\min})=\Delta(1-|\eta|)^2/4$ is positive, so the root off X is the minimum while it exists. Subtracting the unstrained value $-\Delta/4$ gives both forms of $\delta E$.

For the longitudinal mass, $\partial^2R/\partial k_z^2=\alpha^2/R-\alpha^4k_z^2/R^3=\alpha^2\delta^2/R^3$. At $R=\Delta/2$ one has $\alpha^2/R=\hbar^2/m_l$ and $\delta^2/R^2=\eta^2$, so $E''=\hbar^2(1-\eta^2)/m_l$. At $k_z=0$, $R=|\delta|$ and $E''=\hbar^2/m_l-\alpha^2/|\delta|=\hbar^2(1-1/|\eta|)/m_l$. The mass diverges at $|\eta|=1$, where the two minima merge and the dispersion along $z$ is quartic.

For the transverse masses expand $R$ in $u$ at $k_{\min}$, with $\partial R/\partial u=-\delta/R=-\eta$ and $\partial^2R/\partial u^2=\alpha^2k_z^2/R^3=2(1-\eta^2)/\Delta$:
\begin{equation}
E-E(k_{\min})=\frac{\hbar^2(k_x^2+k_y^2)}{2m_t}+\eta\,\frac{\hbar^2k_xk_y}{M}-\frac{(1-\eta^2)u^2}{\Delta}+\dots
\label{exp}
\end{equation}
A term $u\,(k_z-k_{\min})$ is cubic, so the mass tensor has no $xz$ or $yz$ element. With $k_\pm=(k_x\pm k_y)/\sqrt2$ one has $k_x^2+k_y^2=k_+^2+k_-^2$ and $k_xk_y=(k_+^2-k_-^2)/2$, so the quadratic part is $\tfrac12\hbar^2[(1/m_t+\eta/M)k_+^2+(1/m_t-\eta/M)k_-^2]$, which gives the masses in Eq.~(\ref{res}). For $|\eta|>1$, $\delta/R=\mathrm{sgn}\,\eta$ and the splitting saturates. Both transverse masses must be positive, so the valley is stable only if $\min(|\eta|,1)\,m_t/|M|<1$. The quartic term is a warping present even without strain; parabolic masses describe the band while that term is small against the quadratic ones.

\section{Second derivation: velocity and mass sum rule}

This route uses the crystal Hamiltonian and never writes the band energy. In a plane-wave basis the strained crystal has wave vectors $(1+\varepsilon)^{-1}\mathbf q$ and bond vector $(1+\varepsilon)2\boldsymbol\tau-\zeta(a/2)(\varepsilon_{yz},\varepsilon_{xz},\varepsilon_{xy})$, where $\zeta$ is the Kleinman internal-strain parameter. To first order in strain,
\begin{equation}
\mathcal H=\mathcal H_X+\frac{\hbar\,\mathbf k\cdot\mathbf p}{m_0}+\frac{\hbar^2k^2}{2m_0}+\varepsilon_{xy}\mathcal D+\dots,\qquad \mathcal D=\frac{\partial\mathcal H}{\partial\varepsilon_{xy}},
\end{equation}
where the dots stand for diagonal strain and for terms of order $\varepsilon k$. For a local potential and a nondegenerate band $n$, first- and second-order perturbation theory in a small change of $\mathbf k$ give exactly
\begin{equation}
v_i=\frac{\hbar k_i+\langle n|p_i|n\rangle}{m_0},\qquad
\Big(\frac1m\Big)_{ij}=\frac{\delta_{ij}}{m_0}+\sum_{l\ne n}\frac{\langle n|p_i|l\rangle\langle l|p_j|n\rangle+(i\leftrightarrow j)}{m_0^2(E_n-E_l)} .
\label{sum}
\end{equation}

\emph{Matrix elements in the doublet.} The operator $p_z$ is odd under $I$, so it has no diagonal element in $(a,b)$, and it is imaginary between real functions: it projects to $p_0\tau_y=p_0\sigma_z$. The operators $p_x,p_y$ are odd under $S^2$ while $a,b$ are even, so they project to zero. The operator $\mathcal D$ is even under $I$, hence diagonal, and odd under $S$, which exchanges $a$ and $b$, hence $\langle b|\mathcal D|b\rangle=-\langle a|\mathcal D|a\rangle\equiv D$: it projects to $D\sigma_x$. Internal strain enters only through the value of $D$. For the remote states $l$, taken at X, define the $2\times2$ matrices
\begin{equation}
W_{ij}=\frac{\delta_{ij}}{m_0}+\sum_{l\ \mathrm{remote}}\frac{p_i|l\rangle\langle l|p_j+p_j|l\rangle\langle l|p_i}{m_0^2(E_X-E_l)} .
\end{equation}
$W_{ij}$ transforms as $p_ip_j$. The argument used for $\mathcal D$ makes $W_{xy}=-\sigma_x/M$. $W_{zz}$ and $W_{xx}+W_{yy}$ are even under $I$ and $S$, so they have equal diagonal elements, and $m=\mathbf 1$ makes $W_{xx}=W_{yy}$: $W_{zz}=\mathbf 1/m_l$, $W_{xx}=\mathbf 1/m_t$. $W_{xz},W_{yz}$ vanish by $S^2$. Define $k_0$ by $p_0/m_0=\hbar k_0/m_l$, so that $\hbar p_0/m_0=\alpha$.

\emph{The state on the axis.} Inside the doublet the non-scalar perturbation is $\alpha k_z\sigma_z+\delta\sigma_x$. Write $\alpha k_z=R\cos\theta$, $\delta=R\sin\theta$, $R>0$. The lower state $n$ is the pseudospin antiparallel to this field, and its partner $n'$ lies $2R$ higher:
\begin{equation}
\langle\sigma_z\rangle=-\cos\theta,\quad\langle\sigma_x\rangle=-\sin\theta,\quad|\langle n'|\sigma_z|n\rangle|^2=1-\cos^2\theta=\sin^2\theta,
\end{equation}
the last because $\langle\sigma_z^2\rangle=1$. The state also acquires the remote admixture $\sum_l|l\rangle\langle l|\hbar k_zp_z/m_0|n\rangle/(E_X-E_l)$, which adds $\hbar k_z(\langle W_{zz}\rangle-1/m_0)$ to $\langle p_z\rangle/m_0$. Therefore $v_z=(\hbar/m_l)(k_z-k_0\cos\theta)$. Setting $v_z=0$ and multiplying by $\alpha$ gives $R\cos\theta=(\Delta/2)\cos\theta$. Either $R=\Delta/2$, so $\sin\theta=\eta$ and $k_{\min}=k_0\cos\theta=\pm k_0\sqrt{1-\eta^2}$, or $\cos\theta=0$, so $k_z=0$ and $\sin\theta=\mathrm{sgn}\,\eta$.

\emph{Masses.} Split the sum in Eq.~(\ref{sum}) into the partner and the remote states, and in the remote part replace $E_n$, $E_l$ and $|l\rangle$ by their values at X; that part becomes $\langle n|W_{ij}|n\rangle$. The partner does not contribute to transverse elements because $p_x,p_y$ vanish in the doublet. So $(1/m)_{xx}=(1/m)_{yy}=1/m_t$ and $(1/m)_{xy}=-\langle\sigma_x\rangle/M=\sin\theta/M$. The matrix with diagonal $1/m_t$ and off-diagonal $\sin\theta/M$ has eigenvectors $(1,\pm1)/\sqrt2$ and eigenvalues $1/m_t\pm\sin\theta/M$. Along $z$ the partner repels the band downward:
\begin{equation}
\frac{1}{m_l(\eta)}=\frac1{m_l}-\frac{2p_0^2\sin^2\theta}{m_0^2\,2R}=\frac1{m_l}\Big(1-\frac{\Delta}{2R}\sin^2\theta\Big),
\end{equation}
using $p_0^2/m_0^2=\hbar^2k_0^2/m_l^2=\Delta/2m_l$. This is $(1-\eta^2)/m_l$ for $R=\Delta/2$ and $(1-1/|\eta|)/m_l$ for $R=|\delta|$; the latter is positive, so that X is a minimum, only for $|\eta|>1$. For the energy, the motion of $k_{\min}$ costs nothing at first order since $v_z=0$, so the Hellmann--Feynman theorem gives $dE_{\min}/d\delta=\langle\sigma_x\rangle=-\sin\theta$. Integrating $-2\delta/\Delta$ gives $-\delta^2/\Delta=-\Delta\eta^2/4$; beyond $|\delta|=\Delta/2$ the slope in $|\delta|$ is $-1$, giving $-\Delta/4-(|\delta|-\Delta/2)=-\Delta(2|\eta|-1)/4$.

\emph{Size of $M$ and sign of $D/M$.} The top valence doublet X$_4$, at energy $E_4<E_X$, has partners $c\sim\cos g(x+y)$ and $d\sim\sin g(x-y)$. Let $p_\pm=(p_x\pm p_y)/\sqrt2$. Parity allows only $a$--$c$ and $b$--$d$ elements. The mirror leaves $a,b,c,p_+$ even and $d,p_-$ odd, so $a$ couples by $p_+$ alone and $b$ by $p_-$ alone, with equal modulus by $S$. With $\mu=|\langle c|p_+|a\rangle|^2/[m_0^2(E_X-E_4)]>0$ and $p_{x}=(p_++p_-)/\sqrt2$, $p_y=(p_+-p_-)/\sqrt2$, this doublet adds $\mu$ to $W_{xx}$ for both states, and adds $+\mu$ for $a$ and $-\mu$ for $b$ to $W_{xy}$, which is $-\mu\sigma_x$. It thus contributes the same $\mu$ to $1/M$ and to $1/m_t-1/m_0$; where it dominates, $1/M\approx1/m_t-1/m_0>0$. State $a$ is light along $[110]$ and nearly free along $[1\bar10]$; $b$ is the reverse; the unstrained valley is an equal mixture. For the kinetic part of $\mathcal D$, $q^2$ changes by $-2\mathbf q\cdot\varepsilon\mathbf q=\mp4\varepsilon_{xy}g^2$ for $\mathbf q=g(1,\pm1,0)$, so tension lowers $a$ and this part of $D$ is positive. The potential and internal-strain parts are not fixed in sign by this argument; the total $D/M$ is positive in the model crystal. Tension along $[110]$ then enriches the valley in $a$, with weight $(1+\eta)/2$, and lowers $m_{[110]}$.

\section{What each derivation assumes}

The first derivation assumes the space group, the identification of X$_1$, and truncation of an analytic $2\times2$ expansion. It needs no form for the potential and holds for a nonlocal or quasiparticle Hamiltonian, but it leaves $m_l,m_t,M,k_0,D$ and the sign of $D/M$ as parameters. It gives the band away from the minimum, including the warping in Eq.~(\ref{exp}). The second assumes a local one-particle potential, so that the velocity is $\mathbf p/m_0$, and freezes the remote sums at X. It gives the energy shift and the derivatives at the minimum, not the band away from it, but it supplies the parameters, the relation between $M$ and $m_t$, and the mechanism.

Both drop the same terms, because the valley is a finite distance $k_0$ from X. The sign rules allow $k_z^3\sigma_z$ and $k_z(k_x^2+k_y^2)\sigma_z$, smaller by one power of $k_0$ than the terms kept, and at the next order, among others, $\varepsilon_{xy}k_z^2\sigma_x$, $\varepsilon_{xy}k_xk_y\mathbf 1$ (which adds directly to the transverse splitting), $k_z^2k_xk_y\sigma_x$ and $\varepsilon_{xy}^2\mathbf 1$. The product $\varepsilon_{xy}k_z$ has the signs of $\sigma_y$ but is odd under time reversal while $\sigma_y$ is even, so it is forbidden. The terms $\varepsilon_{zz}k_z\sigma_z$ and $(\varepsilon_{xx}+\varepsilon_{yy})k_z\sigma_z$ are allowed and change $k_0$ linearly in $P$, whereas the shear moves the valley by $-k_0\eta^2/2\propto P^2$. The statement that the valley moves toward X therefore holds for the shear; for a real $[110]$ stress it holds only once the quadratic term exceeds the linear one, or when the linear one has the same sign.

\section{Worked example}

The model is a diamond crystal with $a=0.54$ nm, $\zeta=0.5$, $c_{11},c_{12},c_{44}=170,60,80$ GPa and local form factor $V(q)=0.27(q^2-2.2)/(2e^{0.5q^2}-1)$ hartree ($q$ in inverse bohr, $V$ scaled by the inverse cell volume, the $\mathbf G=0$ term omitted), in 64 plane waves. These inputs are rough, rounded, silicon-sized values, so the outputs describe the model and are not predictions for silicon. The sums at X give $m_l=0.8384$, $m_t=0.2122$, $M=0.2566$ in units of $m_0$, $p_0/\hbar=0.1880\,g$ and $D=8.251$ eV. Then $k_0=0.8384\times0.1880\,g=0.1576\,g=1.834\ \mathrm{nm^{-1}}$ and $\Delta=0.6114$ eV. The X$_4$ term is $\mu=3.82/m_0$, against $1/M=3.90/m_0$ and $1/m_t-1/m_0=3.71/m_0$.

For $P=2$ GPa, $\Lambda=110\times290=31900\ \mathrm{GPa^2}$, so $\varepsilon_{xx}=170/31900=0.005329$, $\varepsilon_{zz}=-120/31900=-0.003762$ and $\varepsilon_{xy}=2/320=0.00625$. Then
\begin{align*}
\delta&=8.251\ \mathrm{eV}\times0.00625=51.57\ \mathrm{meV}, & \eta&=2\times51.57/611.4=0.1687,\\
\eta m_t/M&=0.1687\times0.8270=0.1395, & k_{\min}/k_0&=\sqrt{1-0.1687^2}=0.9857,\\
m_{[110]}&=0.2122/1.1395=0.186, & m_{[1\bar10]}&=0.2122/0.8605=0.247,\\
m_l(\eta)&=0.8384/0.9857^2=0.863, & \delta E&=-611.4\times0.1687^2/4=-4.35\ \mathrm{meV},
\end{align*}
with masses in $m_0$. Reaching $\eta=1$ would need $\varepsilon_{xy}=0.037$, or about 12 GPa by linear elasticity; the saturated masses of Eq.~(\ref{res}) would be $0.116$ and $1.23\,m_0$, the second near $m_0$ because $1/m_t-1/M=1/m_0+3.71/m_0-3.90/m_0$. In the diagonalized model the valley reaches X at $\varepsilon_{xy}=0.033$; at $0.037$ the masses are $0.133$ and $1.18\,m_0$, and they drift slowly with further shear.

The numerical check tests the symmetry matrices and projections, finds the error of Eq.~(\ref{H}) to be of order $\lambda^{3.0}$ for $k\propto\lambda$, $\varepsilon\propto\lambda^2$, and compares Eq.~(\ref{res}) with full diagonalization when the doublet velocity is scaled so that $k_0\to0$ at fixed $\eta=0.3,-0.6,1.5$. The extrapolated discrepancy is at most $1.3\times10^{-5}$, relative to the formula value (or to $0.1$ where that value is smaller).

At the actual $k_0$ the agreement is uneven. Without strain, full diagonalization gives $k_{\min}=0.1647\,g$, gap $0.648$ eV, $m_t=0.197$ and $m_l=0.920$, which differ from the values at X by $+5$, $+6$, $-7$ and $+10$ per cent. Under the shear alone, $k_{\min}$ falls by the factor $0.9838$ (formula $0.9857$) and $m_l$ rises by $0.9449/0.9203=1.027$ (formula $1.029$). The half-splitting of the inverse transverse masses is $0.446/m_0$, only $0.68$ of $\eta/M=0.657/m_0$, and the shift is $-2.6$ meV, $0.60$ of the formula value. The shift is of second order in strain, and at that order the cell volume changes by the factor $1-\varepsilon_{xy}^2$, so its value depends on the zero of energy: keeping the $\mathbf G=0$ term of the potential gives $-3.2$ meV, $0.74$ of the formula value. Measured against the valleys along $x$ and $y$ it is $-2.9$ meV, whatever the zero. The energies below are quoted with the $\mathbf G=0$ term omitted. These two shortfalls are larger than $k_0/g\approx0.16$ would suggest. A weaker shear coupling at the valley, the effect of $\varepsilon_{xy}k_z^2\sigma_x$, is not the main cause: the matrix element of $\partial\mathcal H/\partial\varepsilon_{xy}$ between the two bands falls only from $8.25$ eV at X to $7.87$ eV at the valley. Perturbation theory at the unstrained valley, restricted to mixing with the second band, gives a half-splitting of $0.625/m_0$ and a shift of $-3.73$ meV. What this mixing leaves out is about $-0.18/m_0$, most of the shortfall in the splitting, and $+1.1$ meV, of which $0.63$ meV disappears when the $\mathbf G=0$ term is kept. In the expansion about X these contributions begin with the terms $\varepsilon_{xy}k_xk_y\mathbf 1$ and $\varepsilon_{xy}^2\mathbf 1$, which by themselves give about $-0.10/m_0$ and $+0.87$ meV ($+0.24$ meV with the $\mathbf G=0$ term kept); the rest is of higher order. With parameters computed at X, Eq.~(\ref{res}) thus gives the sign and form of the splitting but overestimates its size in this model by about one half of the diagonalized value.

The valley position shows the competition noted above. In units of the unstrained $g$, diagonal strain alone moves $k_{\min}$ from $0.1647$ to $0.1679$ and leaves the transverse mass isotropic at $0.199\,m_0$. Adding the shear multiplies this by $0.9856$, giving $0.1655$. At 2 GPa the valley of this model ends slightly farther from X than in the unstrained crystal, although the shear has pulled it inward, and the masses under the full stress are $0.185\,m_0$ along $[110]$ and $0.217\,m_0$ along $[1\bar10]$.

\section*{Computed values}
\begin{verbatim}
a = 0.54 nm, zeta = 0.5, plane waves = 64, 2pi/a = 11.6355 1/nm
c11, c12, c44 = 170.0, 60.0, 80.0 GPa; P[110] = 2.0 GPa
V(G^2=3,8,11 (2pi/a)^2) = -3.0836 0.7544 0.9592 eV
E(X1c)-E(X4v) = 4.3111 eV; next level above = 11.1985 eV
X splitting with 10% antisymmetric potential = 0.1924 eV
<pz>/hbar = 0.18800 (2pi/a)
ml = 0.8384 m0, mt = 0.2122 m0, M = 0.2566 m0, mt/M = 0.8270
1/M = 3.8968, 1/mt-1/m0 = 3.7123, X4 part = 3.8186 (1/m0)
k0 = 0.15761 (2pi/a) = 1.8339 1/nm; Delta = 0.6114 eV
D = 8.251 eV, Xi_u = 6.886 eV, 2D/Delta = 26.99
order of 2x2 error = 3.011
s->0 relative error, eta=0.3,-0.6,1.5: 3.0e-06 6.7e-06 1.3e-05
e_xx = e_yy = 0.005329, e_zz = -0.003762, e_xy = 0.006250
D e_xy = 51.57 meV, eta = 0.1687, eta mt/M = 0.1395
e_xy for eta=1: 0.03705, stress 11.86 GPa
two-band: kmin = 0.15535 (2pi/a), kmin/k0 = 0.9857
two-band: m[110] = 0.1862, m[1-10] = 0.2466, ml = 0.8629 m0
two-band: shift = -4.35 meV; eta/M = 0.6574 1/m0
saturated (eta>1): m[110] = 0.1162, m[1-10] = 1.2263 m0
PW none: kmin = 0.16473 (2pi/a), gap = 0.6479 eV
PW none: m[110] = 0.1966, m[1-10] = 0.1966, ml = 0.9203 m0
PW shear: kmin = 0.16206 (2pi/a), gap = 0.6442 eV
PW shear: m[110] = 0.1815, m[1-10] = 0.2166, ml = 0.9449 m0
PW diagonal: kmin = 0.16788 (2pi/a), gap = 0.6787 eV
PW diagonal: m[110] = 0.1991, m[1-10] = 0.1991, ml = 0.9136 m0
PW full: kmin = 0.16547 (2pi/a), gap = 0.6750 eV
PW full: m[110] = 0.1852, m[1-10] = 0.2171, ml = 0.9349 m0
PW shear: kmin ratio = 0.9838, shift = -2.60 meV
PW full/diagonal kmin ratio = 0.9856
PW shear half-splitting = 0.4462 1/m0, ratio to eta/M = 0.6788
\end{verbatim}
